# Why closed subshells have only exchange terms in their Gaunt and Breit energies: test program

```python
"""
Result under test: in a determinant of filled subshells the summed Dirac current
sum_a psi_a^+ alpha psi_a is zero at every point, so the direct Gaunt and Breit
energies vanish and the first-order magnetic energy is the exchange sum alone.
For s shells a, b the exchange energy is
    Gaunt: f * II [ (4/3) V V + (2/3) W W ] r< / r>^2 dr1 dr2
    Breit: f * II   (4/3) V V               r< / r>^2 dr1 dr2
with V = Pa Qb + Qa Pb, W = Qa Pb - Pa Qb, f = 1 (a != b) or 1/2 (a = b).
Spinors: psi = (P chi_{kappa m}, i Q chi_{-kappa m}) / r with real P, Q.
Hartree atomic units; c = 1/(fine-structure constant); point nucleus of charge Z.
"""
import numpy as np
from math import factorial
from scipy import constants
from scipy.integrate import quad
from scipy.special import lpmv, gammaln

FINE = constants.fine_structure
C = 1.0 / FINE
EV = constants.physical_constants["Hartree energy in eV"][0]

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
ALPHA = np.zeros((3, 4, 4), dtype=complex)
ALPHA[:, :2, 2:] = PAULI
ALPHA[:, 2:, :2] = PAULI


def sph_y(l, m, theta, phi):
    if abs(m) > l:
        return np.zeros(np.shape(theta), dtype=complex)
    k = abs(m)
    norm = np.sqrt((2*l + 1)/(4*np.pi)*factorial(l - k)/factorial(l + k))
    y = norm*lpmv(k, l, np.cos(theta))*np.exp(1j*k*phi)
    return y if m >= 0 else (-1)**k*np.conj(y)


def chi(kappa, m, theta, phi):
    """Spherical spinor from Clebsch-Gordan coefficients."""
    l = kappa if kappa > 0 else -kappa - 1
    plus = np.sqrt(max(l + m + 0.5, 0.0)/(2*l + 1))
    minus = np.sqrt(max(l - m + 0.5, 0.0)/(2*l + 1))
    up, down = (plus, minus) if kappa < 0 else (-minus, plus)
    return np.array([up*sph_y(l, int(round(m - 0.5)), theta, phi),
                     down*sph_y(l, int(round(m + 0.5)), theta, phi)])


def spinor(kappa, m, P, Q, r, theta, phi):
    return np.concatenate([P*chi(kappa, m, theta, phi),
                           1j*Q*chi(-kappa, m, theta, phi)])/r


def current(a, b):
    return np.einsum("sp,ist,tp->ip", a.conj(), ALPHA, b)


# ---- summed current of filled subshells, from the definition ----
rng = np.random.default_rng(7)
theta_s = np.arccos(rng.uniform(-1, 1, 30))
phi_s = rng.uniform(0, 2*np.pi, 30)
unit_s = np.array([np.sin(theta_s)*np.cos(phi_s),
                   np.sin(theta_s)*np.sin(phi_s), np.cos(theta_s)])
largest_single, largest_sum = 0.0, 0.0
kappas = [-1, 1, -2, 2, -3, 3, -4]
for kappa in kappas:
    P, Q, r = 0.9, -0.4, 1.3
    ms = np.arange(-abs(kappa) + 0.5, abs(kappa))
    parts = []
    outer = 0
    for m in ms:
        psi = spinor(kappa, m, P, Q, r, theta_s, phi_s)
        parts.append(current(psi, psi).real)
        x = chi(kappa, m, theta_s, phi_s)
        outer = outer + np.einsum("sp,tp->stp", x, x.conj())
        sigma_r = np.einsum("ip,ist->stp", unit_s, PAULI)
        assert np.allclose(chi(-kappa, m, theta_s, phi_s),
                           -np.einsum("stp,tp->sp", sigma_r, x), atol=1e-12)
    parts = np.array(parts)
    assert np.allclose(outer, len(ms)/(8*np.pi)*np.eye(2)[:, :, None], atol=1e-12)
    largest_single = max(largest_single, np.abs(parts).max())
    largest_sum = max(largest_sum, np.abs(parts.sum(0)).max())
    # one missing electron leaves a current
    assert np.abs(parts[1:].sum(0)).max() > 1e-3
    # an imaginary Q/P would leave a radial flow
    q = 0.4
    flow = 0
    for m in ms:
        psi = spinor(kappa, m, P, 1j*q, r, theta_s, phi_s)
        flow = flow + current(psi, psi).real
    assert np.allclose(flow, len(ms)*P*q/(2*np.pi*r**2)*unit_s, atol=1e-12)
assert largest_sum < 1e-13 < 1e-3 < largest_single

# ---- time reversal flips the current of any four-spinor ----
any_psi = rng.normal(size=(4, 50)) + 1j*rng.normal(size=(4, 50))
partner = -1j*np.kron(np.eye(2), PAULI[1]) @ any_psi.conj()
assert np.allclose(current(partner, partner), -current(any_psi, any_psi), atol=1e-12)
assert np.abs(current(any_psi, any_psi)).max() > 0.1


# ---- hydrogenic Dirac s orbitals and radial double integrals ----
def radial_grid(Z):
    x, h = np.linspace(np.log(1e-11/Z), np.log(160.0/Z), 1200, retstep=True)
    return np.exp(x), h


def s_orbital(n, Z):
    """Return (function r -> P, Q) and the total energy including c^2."""
    g = np.sqrt(1 - (Z*FINE)**2)
    energy = C**2*(g if n == 1 else np.sqrt((1 + g)/2))
    lam = np.sqrt(C**4 - energy**2)/C
    p0, q0 = 1.0, (g - 1)*C/Z
    p1 = q1 = 0.0
    if n == 2:
        ratio = -lam*C/(energy + C**2)
        p1 = (lam*p0 + (energy + C**2)/C*q0)/(g - Z/C*ratio)
        q1 = ratio*p1

    def raw(r):
        common = r**g*np.exp(-lam*r)
        return common*(p0 + p1*r), common*(q0 + q1*r)
    r, h = radial_grid(Z)
    P, Q = raw(r)
    norm = np.sqrt(np.sum((P**2 + Q**2)*r)*h)
    return (lambda r: tuple(f/norm for f in raw(r))), energy


nodes, weights = np.polynomial.legendre.leggauss(60)
s_node, s_weight = (nodes + 1)/2, weights/2
U, U_WEIGHT = s_node**4, 4*s_node**3*s_weight


def pair_integral(f, kernel, Z):
    """II f(r1) f(r2) kernel(r<, r>) dr1 dr2."""
    r, h = radial_grid(Z)
    small = r[:, None]*U[None, :]
    inner = (f(small)*kernel(small, r[:, None])) @ U_WEIGHT
    return 2*h*np.sum(r**2*f(r)*inner)


def dipole(s, b):
    return s/b**2


def V_of(a, b):
    return lambda r: a(r)[0]*b(r)[1] + a(r)[1]*b(r)[0]


def W_of(a, b):
    return lambda r: a(r)[1]*b(r)[0] - a(r)[0]*b(r)[1]


def overlap_of(a, b):
    return lambda r: a(r)[0]*b(r)[0] + a(r)[1]*b(r)[1]


Z = 80
gamma = np.sqrt(1 - (Z*FINE)**2)
orb1, e1 = s_orbital(1, Z)
orb2, e2 = s_orbital(2, Z)
grid, step = radial_grid(Z)
overlap = np.sum(overlap_of(orb1, orb2)(grid)*grid)*step
assert abs(overlap) < 1e-9
for orb, energy in ((orb1, e1), (orb2, e2)):
    for r in np.array([0.3, 1.0, 2.5, 6.0])/Z:
        d = 1e-5*r
        dP, dQ = [(x - y)/(2*d) for x, y in zip(orb(r + d), orb(r - d))]
        P, Q = orb(r)
        scale = Z*(abs(P) + abs(Q))
        assert abs(dP - P/r - (energy + C**2 + Z/r)/C*Q) < 1e-6*scale
        assert abs(-dQ - Q/r - (energy - C**2 + Z/r)/C*P) < 1e-6*scale
W12 = W_of(orb1, orb2)
for r in np.array([0.3, 1.0, 2.5])/Z:
    d = 1e-5*r
    slope = (W12(r + d) - W12(r - d))/(2*d)
    expected = (e2 - e1)/C*overlap_of(orb1, orb2)(r)
    assert abs(slope - expected) < 1e-6*Z*abs(orb1(r)[0]*orb2(r)[0]) + 1e-6*abs(expected)

# ---- full angular integrals on two spheres, from spinors and kernels ----
ct, wt = np.polynomial.legendre.leggauss(16)
phis = np.arange(32)*2*np.pi/32
TH, PH = [x.ravel() for x in np.meshgrid(np.arccos(ct), phis, indexing="ij")]
WANG = np.repeat(wt, 32)*2*np.pi/32
N = np.array([np.sin(TH)*np.cos(PH), np.sin(TH)*np.sin(PH), np.cos(TH)])
ra, rb = 0.4/Z, 1.0/Z
R = ra*N[:, :, None] - rb*N[:, None, :]
dist = np.sqrt(np.sum(R**2, axis=0))
K_GAUNT = np.eye(3)[:, :, None, None]/dist
K_BREIT = 0.5*(K_GAUNT + R[:, None]*R[None, :]/dist**3)


def couple(K, j_first, j_second):
    field = np.einsum("ijpq,jq->ip", K, j_second*WANG)
    return (ra*rb)**2*np.sum(j_first*WANG*field)


def on_sphere(orb, r):
    P, Q = orb(r)
    return [spinor(-1, m, P, Q, r, TH, PH) for m in (0.5, -0.5)]


def exchange_on_spheres(K, a, b, factor):
    a1, a2, b1, b2 = on_sphere(a, ra), on_sphere(a, rb), on_sphere(b, ra), on_sphere(b, rb)
    return factor*sum(couple(K, current(a1[i], b1[k]), current(b2[k], a2[i]))
                      for i in range(2) for k in range(2))


for a, b, factor in ((orb1, orb1, 0.5), (orb2, orb2, 0.5), (orb1, orb2, 1.0)):
    vv = factor*4/3*V_of(a, b)(ra)*V_of(a, b)(rb)*dipole(ra, rb)
    ww = factor*2/3*W_of(a, b)(ra)*W_of(a, b)(rb)*dipole(ra, rb)
    assert abs(exchange_on_spheres(K_GAUNT, a, b, factor) - vv - ww) < 1e-8*abs(vv)
    assert abs(exchange_on_spheres(K_BREIT, a, b, factor) - vv) < 1e-8*abs(vv)
    if a is not b:
        assert abs(ww) > 1e-6*abs(vv)   # the two interactions really differ here

# bookkeeping of the 1s pair: direct and exchange integrals one by one
up1, dn1 = on_sphere(orb1, ra)
up2, dn2 = on_sphere(orb1, rb)
d_kernel = 8/9*np.prod([orb1(r)[0]*orb1(r)[1] for r in (ra, rb)])*dipole(ra, rb)
for K in (K_GAUNT, K_BREIT):
    J_uu = -couple(K, current(up1, up1), current(up2, up2))
    J_dd = -couple(K, current(dn1, dn1), current(dn2, dn2))
    J_ud = -couple(K, current(up1, up1), current(dn2, dn2))
    J_du = -couple(K, current(dn1, dn1), current(up2, up2))
    K_ud = -couple(K, current(up1, dn1), current(dn2, up2))
    assert abs(J_uu + d_kernel) < 1e-8*d_kernel
    assert abs(J_ud - d_kernel) < 1e-8*d_kernel
    assert abs(K_ud + 2*d_kernel) < 1e-8*d_kernel
    assert abs(J_uu + J_dd + J_ud + J_du) < 1e-10*d_kernel


# ---- energies ----
def exchange_parts(a, b, charge):
    factor = 0.5 if a is b else 1.0
    return (factor*4/3*pair_integral(V_of(a, b), dipole, charge),
            factor*2/3*pair_integral(W_of(a, b), dipole, charge))


v11, w11 = exchange_parts(orb1, orb1, Z)
v22, w22 = exchange_parts(orb2, orb2, Z)
v12, w12 = exchange_parts(orb1, orb2, Z)
assert abs(w11) < 1e-14 and abs(w22) < 1e-14
D = 8/9*pair_integral(lambda r: orb1(r)[0]*orb1(r)[1], dipole, Z)

# Gaunt-Breit difference again, from orbital energies and overlap densities
second_route = -((e1 - e2)/C)**2*pair_integral(
    overlap_of(orb1, orb2), lambda s, b: b + s**2/(3*b), Z)
assert abs(second_route - w12) < 1e-6*w12


def closed_form_1s(charge):
    a = 2*np.sqrt(1 - (charge*FINE)**2) + 1
    beta_part = quad(lambda u: u**a*(1 + u)**(1 - 2*a), 0, 1, epsabs=1e-13)[0]
    mean = 4*charge*np.exp(gammaln(2*a - 1) - 2*gammaln(a))*beta_part
    return 2/3*(charge*FINE)**2*mean, mean


closed, mean_dipole = closed_form_1s(Z)
assert abs(closed - v11) < 1e-8*v11
light, _ = s_orbital(1, 1)
light_energy = exchange_parts(light, light, 1)[0]
light_ratio = light_energy/(FINE**2/4)
assert abs(light_ratio - 1) < 5e-4       # remaining terms are of order (Z alpha)^2
F0_light = pair_integral(overlap_of(light, light), lambda s, b: 1/b, 1)
assert abs(F0_light - 5/8) < 5e-4
F0 = pair_integral(overlap_of(orb1, orb1), lambda s, b: 1/b, Z)
weak_field = Z**3*FINE**2/4

# current of the two 1s electrons at one point in the equatorial plane (y component = phi)
r0 = 1.0/Z
P0, Q0 = orb1(r0)
point = (np.array([np.pi/2]), np.array([0.0]))
j_up, j_down = [current(s, s).real[1, 0] for s in
                (spinor(-1, m, P0, Q0, r0, *point) for m in (0.5, -0.5))]
assert abs(j_up + P0*Q0/(2*np.pi*r0**2)) < 1e-10*abs(j_up)

gaunt_total = v11 + v22 + v12 + w12
breit_total = v11 + v22 + v12
print("Kappa values tested:", kappas)
print(f"Largest single-electron current component, test spinors: {largest_single:.4f} bohr^-3")
print(f"Largest summed current component, filled subshells: {largest_sum:.1e} bohr^-3")
print(f"Nuclear charge Z: {Z}")
print(f"Speed of light c: {C:.6f} a.u.")
print(f"Z*alpha: {Z*FINE:.6f}")
print(f"gamma = sqrt(1-(Z alpha)^2): {gamma:.6f}")
print(f"1s orbital energy without rest energy: {e1 - C**2:.4f} hartree")
print(f"2s orbital energy without rest energy: {e2 - C**2:.4f} hartree")
print(f"Sample radius r = 1/Z: {r0:.6f} bohr")
print(f"P(1s) at sample radius: {P0:.6f} bohr^-1/2")
print(f"Q(1s) at sample radius: {Q0:.6f} bohr^-1/2")
print(f"Azimuthal current, 1s spin up, equator: {j_up:.3f} bohr^-3")
print(f"Azimuthal current, 1s spin down, equator: {j_down:.3f} bohr^-3")
print(f"Azimuthal current, sum of both: {j_up + j_down:.1e} bohr^-3")
print(f"Mean of r</r>^2 in 1s density: {mean_dipole:.5f} bohr^-1")
print(f"D, current self-integral of one 1s electron: {D:.6f} hartree")
print(f"1s2 magnetic exchange energy (Gaunt = Breit): {v11:.6f} hartree")
print(f"1s2 exchange energy divided by D: {v11/D:.6f}")
print(f"1s2 closed form: {closed:.6f} hartree")
print(f"Weak-field value Z^3 alpha^2/4: {weak_field:.6f} hartree")
print(f"1s2 energy over weak-field value, Z=80: {v11/weak_field:.5f}")
print(f"1s2 energy over weak-field value, Z=1: {light_ratio:.6f}")
print(f"2s2 magnetic exchange energy (Gaunt = Breit): {v22:.6f} hartree")
print(f"1s-2s exchange, V part (= Breit): {v12:.6f} hartree")
print(f"1s-2s exchange, W part (Gaunt only): {w12:.6f} hartree")
print(f"W part from orbital energies and overlap density: {second_route:.6f} hartree")
print(f"1s-2s exchange, Gaunt: {v12 + w12:.6f} hartree")
print(f"1s2 2s2 total, Gaunt: {gaunt_total:.6f} hartree = {gaunt_total*EV:.3f} eV")
print(f"1s2 2s2 total, Breit: {breit_total:.6f} hartree = {breit_total*EV:.3f} eV")
print(f"1s2 Coulomb direct energy, self terms included: {2*F0:.4f} hartree")
print(f"1s2 Coulomb exchange energy, self terms included: {-F0:.4f} hartree")
print(f"1s2 magnetic energy / net Coulomb repulsion: {v11/F0:.5f}")
print("success")
```

Output:

```
Kappa values tested: [-1, 1, -2, 2, -3, 3, -4]
Largest single-electron current component, test spinors: 0.0711 bohr^-3
Largest summed current component, filled subshells: 1.5e-17 bohr^-3
Nuclear charge Z: 80
Speed of light c: 137.035999 a.u.
Z*alpha: 0.583788
gamma = sqrt(1-(Z alpha)^2): 0.811906
1s orbital energy without rest energy: -3532.1921 hartree
2s orbital energy without rest energy: -904.8478 hartree
Sample radius r = 1/Z: 0.012500 bohr
P(1s) at sample radius: 6.444708 bohr^-1/2
Q(1s) at sample radius: -2.076457 bohr^-1/2
Azimuthal current, 1s spin up, equator: 13630.955 bohr^-3
Azimuthal current, 1s spin down, equator: -13630.955 bohr^-3
Azimuthal current, sum of both: 0.0e+00 bohr^-3
Mean of r</r>^2 in 1s density: 33.83130 bohr^-1
D, current self-integral of one 1s electron: 2.562222 hartree
1s2 magnetic exchange energy (Gaunt = Breit): 7.686667 hartree
1s2 exchange energy divided by D: 3.000000
1s2 closed form: 7.686667 hartree
Weak-field value Z^3 alpha^2/4: 6.816173 hartree
1s2 energy over weak-field value, Z=80: 1.12771
1s2 energy over weak-field value, Z=1: 1.000016
2s2 magnetic exchange energy (Gaunt = Breit): 0.185337 hartree
1s-2s exchange, V part (= Breit): 1.610475 hartree
1s-2s exchange, W part (Gaunt only): 0.226247 hartree
W part from orbital energies and overlap density: 0.226247 hartree
1s-2s exchange, Gaunt: 1.836722 hartree
1s2 2s2 total, Gaunt: 9.708726 hartree = 264.188 eV
1s2 2s2 total, Breit: 9.482479 hartree = 258.031 eV
1s2 Coulomb direct energy, self terms included: 116.1911 hartree
1s2 Coulomb exchange energy, self terms included: -58.0956 hartree
1s2 magnetic energy / net Coulomb repulsion: 0.13231
success
```
